# When a zero-phonon line survives in cold and warm crystals, part 2

When do soft phonons remove the zero-phonon line (ZPL) of a defect? One electronic transition, from state g to state e, couples linearly to harmonic phonons:

$$H_g=\sum_k\hbar\omega_k b_k^\dagger b_k,\qquad H_e=E_0+H_g+\sum_k g_k(b_k+b_k^\dagger).$$

The $g_k$ are real energies. The optical matrix element doesn't depend on the lattice coordinates, and the phonons start in thermal equilibrium in g at temperature $T$, with $n=1/(e^{\hbar\omega/kT}-1)$. The squared-coupling density is

$$J(\omega)=\sum_k\left(\frac{g_k}{\hbar}\right)^2\delta(\omega-\omega_k),$$

which in the infinite crystal becomes

$$J(\omega)=\alpha\,\omega_c^{1-s}\omega^s f(\omega/\omega_c),\qquad \alpha>0,\quad s>0,$$

with $\alpha$ dimensionless, $\omega_c$ a cutoff frequency, $f(0)=1$, $f$ continuous at zero, and $J$ integrable at high frequency. The Huang-Rhys factor of one mode is $S_k=(g_k/\hbar\omega_k)^2$, with density $J/\omega^2$.

The transition energy $\varepsilon$ is measured from the relaxed value $E_0-\lambda$, where the relaxation energy is

$$\lambda=\sum_k\frac{g_k^2}{\hbar\omega_k}=\hbar\int_0^\infty\frac{J(\omega)}{\omega}\,d\omega.$$

The normalized spectrum $A(\varepsilon)$ has the transform $G(t)=\int A(\varepsilon)e^{-i\varepsilon t/\hbar}d\varepsilon$, a product of one factor per mode,

$$G_k=\exp\{-S[(2n+1)(1-\cos\omega t)+i\sin\omega t]\},$$

where $S$, $n$ and $\omega$ belong to mode $k$. In the infinite crystal $G=e^{-\Phi}$, with

$$\Phi(t)=\int_0^\infty\frac{J(\omega)}{\omega^2}\left[\coth\frac{\hbar\omega}{2kT}\,(1-\cos\omega t)+i\sin\omega t\right]d\omega.$$

If the modes of a growing crystal fill in so that the finite sums for $\Phi$ tend to this integral, the finite-crystal spectra converge to a proper spectrum for every $s>0$.

A true line is a delta peak, a single energy carrying finite probability. The deciding quantity is

$$Z=\int_0^\infty h(\omega)\,d\omega,\qquad h(\omega)=\frac{J(\omega)}{\omega^2}\coth\frac{\hbar\omega}{2kT}.$$

If $Z$ is finite, there is one delta peak, at $\varepsilon=0$, with weight $e^{-Z}$. If $Z$ is infinite, there is none at any energy. The question now is which exponents $s$ make $Z$ finite, at $T=0$ and at $T>0$, borderline cases included.

**A.** Choose a small $\omega_1$ below which $f$ lies between $1/2$ and $3/2$. Above $\omega_1$ the integral of $h$ converges. Below it, at $T=0$, $h$ is $\alpha\omega_c^{1-s}\omega^{s-2}$ up to that bounded factor, and

$$\int_\delta^{\omega_1}\omega^{s-2}d\omega=\begin{cases}\dfrac{\omega_1^{s-1}-\delta^{s-1}}{s-1},&s\ne1,\\[2mm]\ln(\omega_1/\delta),&s=1.\end{cases}$$

As $\delta\to0$ this stays finite if and only if $s>1$. At any $T>0$, $\coth y$ behaves as $1/y$ for small $y$, so

$$h(\omega)\simeq\frac{2kT}{\hbar}\,\alpha\,\omega_c^{1-s}\omega^{s-3}.$$

One power has been lost. The same integral with $s$ replaced by $s-1$ is finite if and only if $s>2$.

So, within linear coupling and in the infinite crystal, the zero-phonon line exists at zero temperature if and only if $s>1$, and at any nonzero temperature if and only if $s>2$. Both borderline values lose the line, through a logarithm.

**Q.** The algebra is clear, but what is being counted when $Z$ diverges?

**A.** Phonons exchanged with the lattice. Because

$$(2n+1)(1-\cos\omega t)+i\sin\omega t=(n+1)(1-e^{-i\omega t})+n(1-e^{i\omega t}),$$

a finite $Z$ allows the form

$$G=e^{-Z}\exp\left\{\int_0^\infty\frac{J}{\omega^2}\left[(n+1)e^{-i\omega t}+ne^{i\omega t}\right]d\omega\right\}.$$

Expanding the second exponential orders the spectrum by the number of quanta exchanged. Term $m$ has total weight $e^{-Z}Z^m/m!$, a Poisson distribution with mean $Z$. The line is the chance that no quantum is exchanged.

**Q.** An infinite number of phonons should cost infinite energy.

**A.** It doesn't here. Emission carries the factor $n+1$ and absorption the factor $n$, so the mean energy left in the lattice is

$$\int_0^\infty\hbar\omega\,\frac{J}{\omega^2}\,[(n+1)-n]\,d\omega=\lambda.$$

That is finite for every $s>0$ and independent of temperature. The number diverges because ever softer quanta are exchanged. Warmth helps because a soft mode holds about $kT/\hbar\omega$ quanta, which makes both emission and absorption stronger than the emission in a cold crystal by about that factor.

## Part two: what replaces the line, and a colour centre in numbers

**Q.** Let me restate what I accept. $J\propto\omega^s$ is the squared-coupling density, with strength $\alpha$ and cutoff $\omega_c$. Energy $\varepsilon$ is measured from the relaxed transition, and $G=e^{-\Phi}$ is the transform of the spectrum. The line has weight $e^{-Z}$, where $Z$ integrates $(J/\omega^2)\coth(\hbar\omega/2kT)$. It needs $s>1$ when cold and $s>2$ when warm. Can $Z$ be evaluated?

**A.** For $f(x)=e^{-x}$ it can. Put $x=\omega/\omega_c$, $\tau=\omega_ct$ and $\theta=kT/\hbar\omega_c$. Then $(J/\omega^2)d\omega=\alpha x^{s-2}e^{-x}dx$. Expand

$$\coth\frac{x}{2\theta}=1+2\sum_{m=1}^\infty e^{-mx/\theta}.$$

All terms are positive, so they may be integrated one by one, each with

$$\int_0^\infty x^{s-2}e^{-x(1+m/\theta)}dx=\Gamma(s-1)\left(\frac{\theta}{\theta+m}\right)^{s-1}.$$

The result for $s>2$ is

$$Z=\alpha\Gamma(s-1)\left[1+2\theta^{s-1}\zeta(s-1,1+\theta)\right],\qquad \zeta(a,q)=\sum_{m=0}^\infty(m+q)^{-a}.$$

The zeta sum converges for $s-1>1$, which is the warm threshold again. The first term, $S=\alpha\Gamma(s-1)$, is the total Huang-Rhys factor and exists for $s>1$.

**Q.** Below the threshold the weight must go somewhere. Start with the cold case.

**A.** At $T=0$ the bracket in $\Phi$ is $1-e^{-ix\tau}$. Differentiate with respect to $\tau$:

$$\frac{d\Phi}{d\tau}=i\alpha\int_0^\infty x^{s-1}e^{-x(1+i\tau)}dx=i\alpha\Gamma(s)(1+i\tau)^{-s}.$$

Integrating from $\Phi(0)=0$ and using $\Gamma(s)=(s-1)\Gamma(s-1)$,

$$\Phi=\alpha\Gamma(s-1)\left[1-(1+i\tau)^{1-s}\right]\quad(s\ne1),\qquad \Phi=\alpha\ln(1+i\tau)\quad(s=1).$$

For $s=1$, $G=(1+i\tau)^{-\alpha}$. This is the transform of the density $x^{\alpha-1}e^{-x}/\Gamma(\alpha)$ in $x=\varepsilon/\hbar\omega_c>0$. If $\alpha<1$ the spectrum has an infinite edge at the relaxed energy, but the edge is integrable and no finite probability sits at the edge itself.

**Q.** So a sharp feature need not be a line. What happens when it is warm?

**A.** For $0<s<2$, substitute $x=y/\tau$ in the real part:

$$\frac{\mathrm{Re}\,\Phi}{\tau^{2-s}}=\alpha\int_0^\infty y^{s-3}(1-\cos y)\,r(y/\tau)\,dy,\qquad r(x)=xe^{-x}\coth\frac{x}{2\theta}.$$

The function $r$ is bounded and tends to $2\theta$ at small argument. By dominated convergence,

$$\mathrm{Re}\,\Phi\simeq2\alpha\theta C_s\tau^{2-s},\qquad C_s=\int_0^\infty y^{s-3}(1-\cos y)\,dy.$$

**Q.** What is $C_s$?

**A.** Let $p=2-s$. Integration by parts, with vanishing boundary terms, gives

$$C_s=\frac1p\int_0^\infty y^{-p}\sin y\,dy.$$

For $0<p<1$, turn the path of $\int y^{-p}e^{iy}dy$ onto $y=iu$. It becomes $e^{i\pi(1-p)/2}\Gamma(1-p)$, with imaginary part $\Gamma(1-p)\cos(\pi p/2)$. Both sides are analytic in $p$ for $0<p<2$, so the result continues there:

$$C_s=\frac{\Gamma(1-p)\cos(\pi p/2)}{p}=-\Gamma(s-2)\cos\frac{\pi(s-2)}2,$$

with the limit $\pi/2$ at $s=1$. There $|G|$ decays at a rate that tends to $\pi\alpha kT/\hbar$. For weak coupling, $\alpha\ll1$, and $kT$ below $\hbar\omega_c$, the full width of the peak is then close to $2\pi\alpha kT$. With the exponential cutoff it falls short of this by 5 percent at $\alpha=0.05$, $\theta=0.5$ and by 14 percent at $\alpha=0.1$, $\theta=0.9$. At stronger coupling or higher temperature $|G|$ can die out before this rate is reached, and the width is different. This leading growth alone doesn't fix the line shape.

**Q.** At $s=2$ your power of $\tau$ is zero and $C_s$ is infinite, so the formula gives no answer.

**A.** That case needs its own treatment. Split $\coth(x/2\theta)$ into $2\theta/x$ and a remainder that lies between zero and one. With the factor $e^{-x}$ the remainder is integrable and contributes a constant at long times. The other part gives

$$2\alpha\theta\int_0^\infty\frac{e^{-x}}x(1-\cos x\tau)\,dx=\alpha\theta\ln(1+\tau^2),$$

because the integral is the real part of $\ln(1+i\tau)$. Hence $|G|$ falls as $\tau^{-2\alpha\theta}$, only as a power of time, but it falls to zero.

**Q.** Here is my strongest objection. For $s=1.5$ you have a line at zero temperature and none at a microkelvin. Nature doesn't jump like that.

**A.** The measured spectrum doesn't jump. Setting the leading growth equal to one defines an energy scale

$$\varepsilon_*=\hbar\omega_c(2\alpha\theta C_s)^{1/(2-s)},$$

which vanishes as $T^{1/(2-s)}$ on cooling. For $1<s<2$ and close to zero temperature, the line becomes a peak whose width is proportional to $\varepsilon_*$, and the peak narrows into the line as $T\to0$. An instrument of fixed resolution sees a smooth change. What jumps is the answer to an idealized question about infinite resolution.

**Q.** Every real crystal is finite, with discrete modes. Then every spectrum consists of lines.

**A.** Yes, so the order of limits matters: the crystal grows first, and the time grows afterwards. For one mode, let $a=\omega_kt$ and average $G_k$ over $a$. The average of $\exp[S_k(n_k+1)e^{-ia}+S_kn_ke^{ia}]$ keeps equal powers of the two exponentials, so the elastic weight is

$$w_k=e^{-S_k(2n_k+1)}\sum_{m=0}^\infty\frac{[S_k^2n_k(n_k+1)]^m}{(m!)^2}=e^{-S_k(2n_k+1)}I_0\left(2S_k\sqrt{n_k(n_k+1)}\right),$$

where $I_0$ is a modified Bessel function. It counts events in which a mode emits and absorbs equally often. If no integer combination of the frequencies vanishes, the weight for the crystal is the product of the $w_k$.

**Q.** That isn't $e^{-Z}$. The Bessel factors are larger than one.

**A.** For $s>2$ they drop out as the crystal grows. Take frequencies close to the even grid $x_k=(k-\tfrac12)\Delta$, each moved by a tiny amount so that no integer combination vanishes, and write $y_k=2S_k\sqrt{n_k(n_k+1)}$. Since $1\le I_0(y)\le e^{y^2/4}$, the logarithm of their product is at most

$$\frac14\sum_ky_k^2\le\frac14\big(\max_ky_k\big)\sum_ky_k.$$

The sum of the $y_k$ is bounded, because $y_k\le S_k(2n_k+1)$ and those terms add up to $Z$ in the limit. From $\sqrt{n(n+1)}\le\theta/x$ we get $y_k\le2\alpha\theta\Delta\,x_k^{s-3}e^{-x_k}$. Its maximum vanishes as $\Delta^{s-2}$ for $2<s<3$ and as $\Delta$ for $s\ge3$. The product therefore tends to $e^{-Z}$.

For warm $s\le2$, the finite-crystal spectra converge to one without a delta peak. Under such convergence the probability at a single point can't exceed its limiting value in the limit, so the elastic weight goes to zero.

**Q.** What decides $s$ in a solid? I don't want to choose it to suit the answer.

**A.** The symmetry of the coupling and the dimension $d$ of the phonons. For acoustic modes $\omega=vq$, the quantum displacement amplitude goes as $\omega^{-1/2}$ and the density of modes as $\omega^{d-1}$. A neutral local defect that moves with its surroundings doesn't feel a uniform displacement, but it feels strain, which brings a factor $q$. Then $g^2\propto q^2/\omega\propto\omega$, and $J\propto\omega\,\omega^{d-1}=\omega^d$. So $s=3$ in a bulk crystal.

If the transition changes the charge of a centre in a piezoelectric crystal, strain makes a polarization proportional to $qu$, with $u$ the displacement. Its charge density goes as $q^2u$. Poisson's equation divides by $q^2$, so the potential goes as $u$ itself. In three dimensions this gives $g^2\propto1/\omega$ and $J\propto\omega$, hence $s=1$.

This exponent needs a net change of charge. In a transition between two bound states the charge only moves, say over a distance $R$. Phonons much longer than $R$ then act on a dipole, which brings a factor $q$ into the coupling and restores $s=3$. The exponent 1 holds only for frequencies well above $v/R$. Within this model such a transition keeps a line, but its weight falls as $R$ grows. At zero temperature the frequencies above $v/R$ add only a logarithm of $R$ to $Z$, so the weight falls as a power of $R$. Once $kT$ exceeds $\hbar v/R$ they add a term proportional to $RkT/\hbar v$, and the weight falls exponentially. At lower temperature the logarithm still governs.

**Q.** A lattice isn't a continuum. Does the counting hold there?

**A.** I summed $g^2$ over the modes of a simple cubic lattice with one displacement per site and nearest-neighbour springs, up to frequencies 0.2 and 0.4 in units of the square root of spring constant over mass. The ratio of the two sums gives exponents 1.01, 2.01 and 3.01 for strain coupling in one, two and three dimensions, and 1.01 for displacement coupling in three. The three-dimensional strain value moves between 3.012 and 3.017 with the mesh of wave vectors and tends to 3.0146 on a fine mesh. The two forms of $g^2$ are assumed here, so this confirms the counting of modes and not the coupling mechanisms.

**Q.** Now a concrete case, please.

**A.** Take a generic colour centre in diamond with $s=3$. I use rough values: total Huang-Rhys factor $S=1$ and mean phonon energy 65 meV. The Huang-Rhys density goes as $xe^{-x}$, whose mean is $x=2$, so $\hbar\omega_c=65/2=32.5$ meV. Also $\alpha=S/\Gamma(2)=1$. At 300 K, $kT=25.85$ meV and $\theta=25.85/32.5=0.795$. Then

$$Z=1+2(0.795)^2\zeta(2,1.795)=1.94,\qquad e^{-Z}=0.144.$$

At zero temperature the weight is $e^{-1}=0.368$. It is still 0.368 at 4 K and has fallen to 0.331 at 77 K. The room-temperature line is weaker, but it is present. The size of the drop belongs to the model spectrum. Two thirds of $Z-S$ at 300 K comes from phonons below 20 meV. Strain coupling of a point-like centre with deformation potential $D$, in a crystal of density $\rho_m$, gives $\alpha=D^2\omega_c^2/(4\pi^2\rho_m\hbar v^5)$ per branch. For diamond and $D=1$ eV this is about 0.002 for longitudinal waves and roughly 0.03 for the two shear branches together, far below $\alpha=1$. A real centre whose coupling sits mostly at higher phonon energies loses less weight on warming.

**Q.** And a softer bath?

**A.** Keep $S=1$ and $\hbar\omega_c=32.5$ meV, but set $s=1.5$, which requires $\alpha=1/\Gamma(0.5)=0.564$. The mean phonon energy is then lower, so this is a model comparison and not a second diamond centre. I weight the spectrum with $e^{-\varepsilon^2/2w^2}$ and narrow $w$. As $w\to0$, only the weight of a true line is left.

| $w$ (meV) | $s=3$, 300 K | $s=1.5$, 4 K | $s=1.5$, 300 K |
|---|---|---|---|
| 1 | 0.158 | 0.448 | 0.0511 |
| 0.1 | 0.146 | 0.325 | 0.00514 |
| 0.01 | 0.145 | 0.145 | 0.000514 |
| 0.001 | 0.144 | 0.026 | 0.0000514 |

For $s=3$ the weight settles at $e^{-Z}$. For $s=1.5$ at 300 K it falls in proportion to $w$, as for a smooth background. At 4 K the same model is close to its zero-temperature value only for a window much wider than $\varepsilon_*=0.029$ meV: 0.448 against 0.454 at $w=1$ meV. At $w=0.1$ meV it is already 0.325 against 0.395, and below $\varepsilon_*$ the weight drains away, while the zero-temperature weight settles at 0.368.

**Q.** How abrupt is the loss as $s$ comes down to two?

**A.** At 300 K, with $S$ and $\omega_c$ held fixed, $Z$ is 3.45 at $s=2.5$, 8.18 at $s=2.2$ and 32.0 at $s=2.05$. The weights are 0.032, $2.8\times10^{-4}$ and about $10^{-14}$. The zeta function diverges as $1/(s-2)$, so the line fades continuously and may be unobservable well before it ceases to exist.

**Q.** A real warm line has a width. Your delta peak has none.

**A.** That is the main failure of linear coupling. Add $\tfrac12\Lambda\varphi^2$ to $H_e$, with $\varphi=\sum_ku_k(b_k+b_k^\dagger)$ and $\rho(\omega)=\sum_ku_k^2\delta(\omega-\omega_k)$ of unit area. I treat this term alone, to second order in $\Lambda$. Let $C(t)=\langle\varphi(t)\varphi(0)\rangle$. Of the pairings in a Gaussian average, two connect the different times, so the fluctuation of the added energy has correlation $(\Lambda^2/4)\,2C^2$. The long-time decay rate of $|G|$ is

$$\gamma=\frac1{2\hbar^2}\int_{-\infty}^\infty\frac{\Lambda^2}2C(t)^2dt.$$

Since $C=\int\rho[(n+1)e^{-i\omega t}+ne^{i\omega t}]d\omega$, the time integral keeps the two products of emission with absorption at equal frequency, each with a factor $2\pi$:

$$\gamma=\frac{\pi\Lambda^2}{\hbar^2}\int_0^\infty\rho^2n(n+1)\,d\omega.$$

A phonon is scattered, and the phase of the transition is disturbed. The full width is $2\hbar\gamma$. With $\rho\propto J$ for $s=3$ and a rough $\Lambda=5$ meV, it is 0.032 meV at 300 K and 0.00014 meV at 77 K. Higher orders in $\Lambda$ move these values by about 20 percent. The exact harmonic widths are 0.027 and 0.00011 meV for $\Lambda=+5$ meV, and 0.038 and 0.00018 meV for $\Lambda=-5$ meV. These numbers illustrate the mechanism and don't predict the width of a particular centre. The value of $\Lambda$ is assumed, the width grows as $\Lambda^2$ at this order, and well-known colour centres in diamond can have room-temperature lines some meV wide, far broader than this estimate.

**Q.** How close is all this to actual diamond?

**A.** The absence of an $s=1$ channel is sound, because diamond has inversion symmetry and is not piezoelectric. Huang-Rhys factors of its colour centres run roughly from a few tenths to several, so $S=1$ is within range but describes no particular centre. One doubtful assumption is the smooth phonon spectrum. If all the coupling sat in one mode at 65 meV, then at 300 K $Z=\coth(65/51.7)=1.18$ and the factor $e^{-Z}$ would be 0.31 instead of 0.144 (for a strictly single mode the Bessel factor raises the elastic weight to 0.34). The hyperbolic cotangent is convex, so this is the smallest $Z$ for the given $S$ and mean energy. Another smooth spectrum with the same $S$ and mean energy can thus raise the room-temperature weight by at most a factor of about two. One with more soft phonons can lower it, and this argument sets no limit on that side. Electronic degeneracy, which some centres have, is left out and could change the width as well.

**Q.** And the smaller effects?

**A.** The model spectrum runs past the top of diamond's phonon band, roughly 165 meV. That part supplies 0.038 of $Z$ at 300 K, so dropping it would raise the weight by about 4 percent. In a crystal 1000 nm across, half a wavelength of a longitudinal wave, with a rough speed of $1.8\times10^4$ m/s, fits at about 0.037 meV. Shear modes are slower and start somewhat lower. Even cutting the model spectrum off at 0.037 meV removes only 0.002 of $Z$. An excited-state lifetime of 10 ns gives a width of $6.6\times10^{-5}$ meV. A strain of $10^{-4}$ with a deformation potential of 1 eV shifts the line by 0.1 meV. If strain varies that much among the centres, their spread exceeds the quadratic-coupling width estimated here.

**Q.** Does this help with defects in the oxide on silicon?

**A.** It separates existence from visibility. Amorphous SiO$_2$ has no macroscopic piezoelectric response, so long acoustic waves coupled through strain again give $s=3$, and within this model they leave a line at any temperature. But $Z\ge S$. A trap that relaxes strongly, say with $S=20$, keeps a weight of at most $e^{-20}$, about $2\times10^{-9}$. All this concerns a transition between two bound states. Capture of a carrier from a band, or its release into one, involves a continuum of electronic energies and lies outside the model. Glass also has soft motions that are not harmonic phonons, and the theorem doesn't cover them. The values behind the diamond example are collected in the numerical output below.

## Numbers as computed

```
Huang-Rhys factor S (rough input): 1.00
mean phonon energy (rough input): 65.0 meV
cutoff energy hbar*wc: 32.50 meV
relaxation energy for s=3: 65.0 meV
alpha for s=3: 1.0000; for s=1.5: 0.5642
ZPL weight at T=0, both models: 0.3679
T=4 K: kT=0.3447 meV, theta=0.01061
  s=3: Z=1.00036, ZPL weight=0.36775
T=77 K: kT=6.6353 meV, theta=0.20416
  s=3: Z=1.10515, ZPL weight=0.33116
T=300 K: kT=25.8520 meV, theta=0.79545
  s=3: Z=1.93565, ZPL weight=0.14433
window weights, s=3.0, T=4 K:
  width 1 meV: 3.682e-01
  width 0.1 meV: 3.678e-01
  width 0.01 meV: 3.677e-01
  width 0.001 meV: 3.677e-01
window weights, s=1.5, T=4 K:
  width 1 meV: 4.484e-01
  width 0.1 meV: 3.249e-01
  width 0.01 meV: 1.451e-01
  width 0.001 meV: 2.590e-02
s=1.5 broadening scale at 4 K: 0.02925 meV
window weights, s=3.0, T=300 K:
  width 1 meV: 1.580e-01
  width 0.1 meV: 1.457e-01
  width 0.01 meV: 1.445e-01
  width 0.001 meV: 1.443e-01
window weights, s=1.5, T=300 K:
  width 1 meV: 5.110e-02
  width 0.1 meV: 5.136e-03
  width 0.01 meV: 5.137e-04
  width 0.001 meV: 5.137e-05
s=1.5 broadening scale at 300 K: 164.5 meV
300 K, S=1, s=2.5: Z=3.452, weight=3.17e-02
300 K, S=1, s=2.2: Z=8.176, weight=2.81e-04
300 K, S=1, s=2.05: Z=32.014, weight=1.25e-14
quadratic coupling Lambda (rough input): 5.0 meV
quadratic-coupling FWHM at 77 K: 1.372e-04 meV
quadratic-coupling FWHM at 300 K: 3.208e-02 meV
lifetime width for 10 ns: 6.58e-05 meV
shift, 1 eV potential and strain 1e-04: 0.10 meV
crystal 1000 nm, sound speed 1.8e+04 m/s (rough):
  lowest phonon 0.0372 meV, missing Z at 300 K 1.82e-03
part of Z above 165 meV band top (rough), 300 K: 0.0380
lattice s, strain coupling, d=1,2,3: 1.011, 2.014, 3.017
lattice s, displacement coupling, d=3: 1.012
```
